# Ion flux beside a tilted sidewall: specular reflection and its limits, part 2

Ions from a plasma fall on a flat floor and on the sidewall of a gallium nitride mesa. How much flux does the wall add to the floor beside its foot?

The floor is $z=0$, $x>0$, with $x$ measured from the foot and $z$ the height. The wall has height $H$ and leans by $d$ from the vertical, away from the open floor. Vertical ions of mass $M$ and energy $E$ bring the direct flux $J$, a number per unit area and time. Reflected particles add the flux $J_r$, whether charged or neutral. For a straight, perfectly specular wall,

$$J_r=J\cos 2d ,$$

out to the patch edge

$$w=\frac{H\tan d}{\cos2d}.$$

A Gaussian spread of ion angles has standard deviation $\sigma$. If $\sigma$ and $d$ are both small, the total flux at the foot is about $2J\Phi(d/\sigma)$, with $\Phi$ the normal distribution function. The spread comes from the transverse ion temperature $T$, in energy units:

$$\sigma=\sqrt{\frac{T/M}{2E/M}}=\sqrt{\frac{T}{2E}} .$$

It blurs the patch edge by $H\sigma/\cos^2 2d$. The sheath is the layer in front of the surface where the voltage accelerates the ions.

The example has $H=600$ nm, $d=8^\circ$, $E=200$ eV, $T=0.10$ eV and a current density of 1.0 mA/cm². This gives $\sigma=0.91^\circ$, $J_r/J=0.961$, a total of 1.96 times the direct flux beside the foot, and $w=87.7$ nm.

Now let the wall be bent, so that the tilt $d(z)$ varies with height at the rate $d'=d\,d(z)/dz$, with angles in radians. The wall is $x=-s(z)$, with $s(0)=0$ and $ds/dz=\tan d(z)$. An ion reflected at height $z$ lands at $x(z)=z\tan 2d(z)-s(z)$. Conservation of ions then gives

$$\frac{J_r}{J}=\frac{\tan d}{\left|\tan2d-\tan d+2z\,d'/\cos^22d\right|},$$

as long as no reflected ion strikes the wall again and ions from different heights do not land at the same place. If they do, their contributions must be added. For $d'=0$ the relation $\tan2d-\tan d=\tan d/\cos2d$, found in the first part, restores $\cos2d$.

The curvature enters multiplied by $z$. Ions that land close to the foot come from low on the wall, and a change of direction has little height over which to displace them. The reflected flux at the foot is therefore $J\cos2d(0)$ for any smooth wall that meets the conditions just named and has a tilt $d(0)>0$ at its foot. A wall that is vertical at the foot is different: if its tilt grows in proportion to height, $z\,d'$ is as large as $d$ itself, and for small angles the formula gives $J/3$. Ions from the top travel the whole height, and there the effect is large. Let the tilt rise linearly from 8° at the foot to 9° at the top, so that $z\,d'$ at the top is 1°, or $\pi/180$. The added fraction from the wall top is

$$\frac{\tan9^\circ}{\tan18^\circ-\tan9^\circ+2(\pi/180)/\cos^218^\circ}=0.772 .$$

If the tilt instead falls from 8° to 7°, the same formula gives 1.372. A wall that leans back more toward its top spreads the reflected ions, and one that becomes steeper toward its top focuses them. Both values were tested by tracing pairs of rays 2 nm apart in height, at three heights on each wall; the flux found from their separation on the floor agreed with the formula to within one part in a thousand.

For small angles the denominator is $d+2z\,d'$. With a linear change by $\Delta$ over the full height, it becomes $d(0)+3\Delta$ at the top, since the local tilt there is $d(0)+\Delta$. It vanishes when the wall steepens by a third of its foot tilt. Neighbouring rays then meet on the floor, and the formula for perfectly parallel ions diverges. The angular spread keeps the actual flux finite, and the local formula no longer applies there.

The next assumption is that the ion leaves the wall at the angle at which it came. Let it leave instead at an angle $e$ from the wall surface, the same for all ions. The downward wall direction is itself $d$ from the vertical, so the ion travels at $d+e$ from the vertical. On a straight wall it lands at $x=z[\tan(d+e)-\tan d]$, whereas it entered at $s=z\tan d$. Hence

$$\frac{J_r}{J}=\frac{ds}{dx}=\frac{\tan d}{\tan(d+e)-\tan d}.$$

The difference of tangents is

$$\tan(d+e)-\tan d=\frac{\sin(d+e)\cos d-\cos(d+e)\sin d}{\cos(d+e)\cos d}
=\frac{\sin e}{\cos(d+e)\cos d},$$

and therefore

$$\frac{J_r}{J}=\frac{\sin d\,\cos(d+e)}{\sin e},\qquad d+e<90^\circ .$$

For $e=d$ this is $\cos2d$. For small angles it is about $d/e$: a beam that leaves less grazingly than it arrived has been widened by the wall, and its flux is diluted.

There is a definite reason for $e>d$. An ion near a surface polarises the solid and is attracted to it. To find the force, let the charge be $q$ at a distance $y$ from a flat dielectric of relative permittivity $\varepsilon$. Outside, the potential is that of $q$ together with an image charge $q'$ at the mirror position. Inside, it is that of a charge $q''$ at the place of $q$, all written with the vacuum constant $\varepsilon_0$. Continuity of the potential at the surface requires $q+q'=q''$. Continuity of the normal displacement requires $q-q'=\varepsilon q''$, where the minus sign arises because $q$ and $q'$ lie on opposite sides of the surface. Eliminating $q''$ gives

$$q'=-\kappa q,\qquad \kappa=\frac{\varepsilon-1}{\varepsilon+1}.$$

The two charges are $2y$ apart. For a singly charged ion, with $q_e$ the elementary charge, the attraction is $\kappa q_e^2/[4\pi\varepsilon_0(2y)^2]$. The energy gained on the way from far off to a distance $y_0$ is

$$U=\int_{y_0}^{\infty}\frac{\kappa q_e^2}{16\pi\varepsilon_0y^2}\,dy=\frac{\kappa q_e^2}{16\pi\varepsilon_0y_0}.$$

Suppose that the ion picks up an electron at $y_0$ before it turns round. It then leaves as a neutral atom, which this force does not pull back, and it keeps the energy $U$. The force acts along the normal, so the energy of motion along the wall stays $E\cos^2d$, while that of normal motion grows from $E\sin^2d$ to $E\sin^2d+U$. The exit angle obeys

$$\sin^2e=\frac{E\sin^2d+U}{E+U}.$$

With the rough values $\varepsilon=9.0$ and $y_0=0.3$ nm, the gain is $U=0.96$ eV. This is tiny beside 200 eV, but the energy of normal motion at 8° is itself only 3.87 eV. The exit angle becomes 8.92°, and the added fraction falls from 0.961 to 0.859. A trajectory integrated numerically through the image force from a distance of 200 nm gave the same exit angle to within one part in a thousand, and the same added fraction to within two. The value depends on the rough distance $y_0$: the added fraction is 0.82 for 0.2 nm and 0.90 for 0.5 nm.

The image force sets a second lower limit on the tilt. When $E\sin^2d$ is much smaller than $U$, the exit angle no longer follows $d$ but tends to about $\sqrt{U/E}$, which is near 0.07 rad or 4° here. The added fraction is then about $d/e$ and goes to zero with $d$. At a tilt of 2°, with $E$ and $U$ held fixed, small angles give $e\approx\sqrt{2^2+4^2}$ degrees and an added fraction of roughly 0.45, in place of the nearly full second dose of the ideal mirror. In this model the doubling needs a tilt well above both $\sigma$ and $\sqrt{U/E}$.

Some ions do not come back from the wall at all. If a fraction $R$ is reflected, the same at every height, the reflected flux is multiplied by $R$. With $R=0.90$, a rough value for grazing incidence, and the image attraction included, the total beside the foot is

$$1+0.90\times0.859=1.773$$

times the direct flux.

Reflection also costs energy. A simple measure is a single elastic collision that turns the ion through the whole angle $\alpha=2d$. Let the struck atom have $\mu$ times the ion's mass and be at rest, and let $r$ be the ratio of the ion's momentum after the collision to that before. In units of the initial momentum, the square of the momentum given to the atom is $1+r^2-2r\cos\alpha$. Energy conservation makes the same quantity equal to $\mu(1-r^2)$. Hence

$$(1+\mu)r^2-2r\cos\alpha+1-\mu=0,\qquad
r=\frac{\cos\alpha+\sqrt{\mu^2-\sin^2\alpha}}{1+\mu}.$$

The plus sign before the square root is the one that gives $r=1$ for no deflection. If the struck atom is lighter than the ion, the minus sign also gives a positive $r$; it belongs to a harder collision with the same deflection and is not used here. The ion keeps the fraction $r^2$ of its energy. For an argon ion turned through 16° this is 0.956 if the partner is gallium and 0.761 if it is nitrogen. For small angles $\cos\alpha\approx1-\alpha^2/2$ and $\sqrt{\mu^2-\sin^2\alpha}\approx\mu-\alpha^2/(2\mu)$, which gives $r^2\approx1-\alpha^2/\mu$. If the same total deflection is shared equally among $N$ collisions with atoms of one kind, the loss is about $N(\alpha/N)^2/\mu=\alpha^2/(N\mu)$. A wall that turns the ion by many gentle pushes therefore takes less energy by elastic collisions than one hard collision does. Energy passed to electrons is left out of this estimate.

Charge on the mask or the walls can bend the ions before they arrive. Let a voltage $V_c$ act across a gap as wide as the wall is high. The lateral acceleration is $q_eV_c/(MH)$ and it acts for the time $H/v$, where $v$ is the vertical speed. The deflection is

$$\frac{v_x}{v}=\frac{q_eV_c}{Mv^2}=\frac{q_eV_c}{2E}.$$

A rough 5.0 V gives 5/400 rad, or 0.72°. This is comparable with the thermal spread and small against the tilt.

The sheath decides whether the ions arrive vertical and with their full energy. Let $\varphi(\xi)$ be the voltage through which an ion has fallen at depth $\xi$ in a sheath without collisions, let $j$ be the current density, and let the ions start nearly at rest. Their speed is $\sqrt{2q_e\varphi/M}$ and their charge density is $j$ divided by that speed. With electrons neglected, Poisson's equation reads

$$\varphi''=\frac{j}{\varepsilon_0}\sqrt{\frac{M}{2q_e}}\;\varphi^{-1/2}.$$

Multiplying by $\varphi'$ and integrating from the sheath edge, where $\varphi$ and $\varphi'$ are taken as zero, gives $\varphi'^2=4(j/\varepsilon_0)\sqrt{M/2q_e}\,\varphi^{1/2}$. Taking the root, separating and integrating once more gives

$$\tfrac43\varphi^{3/4}=2\left(\frac{j}{\varepsilon_0}\right)^{1/2}\left(\frac{M}{2q_e}\right)^{1/4}\xi .$$

For a total voltage $V$ across the thickness $L$, squaring yields Child's law,

$$L^2=\frac{4\varepsilon_0}{9j}\sqrt{\frac{2q_e}{M}}\,V^{3/2}.$$

For 200 V and argon ions, $L=1.56$ mm. Since $\varphi\propto\xi^{4/3}$, the field at the surface is $4V/(3L)$, and over the height of the wall it changes the potential by only 0.102 V. The ions are thus fully accelerated before they reach the mesa. The voltage is taken as steady here. Under the radio-frequency bias common in such etching it swings while the ions cross the sheath, and they arrive with a range of energies. The factor $\cos2d$ does not depend on the energy, but the angular spread and the effect of the image force do. Gas collisions are another matter. At 5.0 mTorr and 300 K, with a rough cross section of $10^{-14}$ cm², the mean free path is 6.21 mm. The probability of a collision is $1-e^{-1.56/6.21}$, about 0.22, in the sheath, but only $9.7\times10^{-5}$ over the wall height. Roughly a fifth of the ions therefore collide on their way through the sheath, and the narrow beam of full energy assumed here need not describe them. What they add beside the foot depends on the angles after the collision, which this model does not supply.

The chosen pressure, energy, current density and wall shape are rough typical values for etching gallium nitride mesas in a chlorine and argon plasma. None is meant to be far from practice, although a real plasma of this kind also delivers chlorine ions, and argon stands in for all of them. The assumption of a perfect specular mirror is the one whose failure moves the flux at the foot most among the effects evaluated: image attraction and incomplete reflection together lower the total from 1.96 to 1.77 times the direct flux. Collisions in the sheath are not part of this ranking, since only their probability was estimated; if the collided fifth of the ions arrived with a spread of some tens of degrees, the ratio would fall by a comparable amount. For perfectly parallel ions, a bend of one degree in the wall leaves the foot alone but changes the contribution from the wall top from 0.96 to 0.77 or 1.37. The angular spread of the example smooths these edge values, and on the wall that steepens toward its top the added fraction then peaks at about 1.2. Roughness of the wall, which turns the local normal from place to place, has not been evaluated. The etch mask on top of the mesa has also been left out; if its sidewall slopes, it can reflect further ions onto the floor. With the same tilt as the mesa wall, these land beyond the patch edge calculated here; from a steeper mask, some can land inside the patch.

A doubled particle flux is not a doubled etch rate. If the removal rate is the sum of separate contributions from direct and reflected particles, with yields $Y_0$ and $Y_r$ of atoms removed per particle, the rate beside the foot exceeds that of the open floor by the factor $1+(J_r/J)(Y_r/Y_0)$. The reflected particles have less energy and arrive 16° from the normal in the ideal case, so $Y_r$ need not equal $Y_0$. If the supply of chlorine to the surface limits the removal, the rates do not simply add. The flux found here also belongs to a floor that is still flat. Faster removal beside the foot produces a trench, a form known as microtrenching, and its sloping surface then receives both beams at new angles. Reflection from the wall is one cause of such trenches; in real etching, non-uniform charging that steers ions toward the foot can also contribute, and it is not modelled here. The inputs and most of the values used above are listed in the numerical output that follows.

## Values computed for the example and the checks

```
INPUTS (rough typical values, GaN mesa, Ar+ ions)
wall height: 600 nm; tilt: 8.0 deg
ion energy: 200 eV; current density: 1.0 mA/cm2
pressure: 5.0 mTorr; gas temperature: 300 K
MAIN RESULT
largest error of counted flux ratio, 2 to 40 deg: 1.1e-16
direct flux: 6.242e+15 /cm2/s
added fraction cos(2d): 0.9613
small-angle value 1-2d^2: 0.9610
reflected flux: 6.000e+15 /cm2/s
total flux beside foot: 1.224e+16 /cm2/s
strip of ions caught by wall: 84.32 nm
width of bright patch: 87.72 nm
tilt 2 deg: total/direct 1.9976, patch 21.0 nm
tilt 5 deg: total/direct 1.9848, patch 53.3 nm
tilt 10 deg: total/direct 1.9397, patch 112.6 nm
tilt 20 deg: total/direct 1.7660, patch 285.1 nm
ANGULAR SPREAD
d/sigma 0.2: foot flux/J sampled 1.158, 2*Phi 1.159
d/sigma 1.0: foot flux/J sampled 1.678, 2*Phi 1.683
d/sigma 3.0: foot flux/J sampled 1.970, 2*Phi 1.997
transverse ion temperature: 0.10 eV; sigma: 0.91 deg
example foot flux/J with spread: 1.9613
blur of outer patch edge: 10.3 nm
WALL CURVATURE (added fraction from the wall top)
tilt 1 deg larger at top: 0.772
tilt 1 deg smaller at top: 1.372
IMAGE ATTRACTION AND INCOMPLETE REFLECTION
relative permittivity: 9.0; neutralisation distance: 0.3 nm
normal energy at wall: 3.87 eV; image gain: 0.96 eV
exit angle from wall: 8.92 deg
added fraction with image attraction: 0.859
reflection probability: 0.90; total/direct, both: 1.773
ENERGY, CHARGING, SHEATH
energy kept, one collision with Ga: 0.956; with N: 0.761
charging voltage: 5.0 V; deflection: 0.72 deg
sheath thickness: 1.56 mm
cross section: 1e-14 cm2; mean free path: 6.21 mm
collision probability in sheath: 0.223
collision probability over wall height: 9.7e-05
sheath potential drop over wall height: 0.102 V
```
